# The Vineyard Rate: Attempt Frequency from Normal Modes at Minimum and Saddle: a numerical check

```python
"""Vineyard harmonic transition-state rate.

Result under test: for a well minimum A and a first-order saddle S,
    rate = nu_star * exp(-barrier / kT),
    nu_star = product(all mode frequencies at A)
              / product(stable mode frequencies at S).
Symbols: kappa = magnitude of the imaginary angular frequency at S;
D = mass-weighted Hessian; K = unweighted Hessian; kT = thermal energy.
Part 1 integrates the flux definition for a two-coordinate model (reduced
units, barrier = 1). Part 2 treats a vacancy hop in a Morse-pair fcc model
(eV, angstrom, atomic mass units), with a frozen host around mobile atoms.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar

# ---------- Part 1: two coupled coordinates, unequal masses ----------
xs, ys = sp.symbols("x y", real=True)
STIFF, SLOPE, STIFFENING = 6.0, 0.5, 0.4
model_masses = np.array([1.0, 3.0])
expression = ((xs**2 - 1)**2
              + STIFF / 2 * (1 + STIFFENING * xs**2) * (ys - SLOPE * xs)**2)
model_energy = sp.lambdify((xs, ys), expression, "numpy")
model_hessian = sp.lambdify((xs, ys), sp.hessian(expression, (xs, ys)), "numpy")
weights = np.sqrt(np.outer(model_masses, model_masses))
D_well = np.array(model_hessian(1.0, SLOPE), dtype=float) / weights
D_saddle = np.array(model_hessian(0.0, 0.0), dtype=float) / weights
well_squares = np.linalg.eigvalsh(D_well)
saddle_squares, saddle_vectors = np.linalg.eigh(D_saddle)
assert well_squares[0] > 0 and saddle_squares[0] < 0 < saddle_squares[1]
model_kappa = np.sqrt(-saddle_squares[0])
unstable = saddle_vectors[:, 0] * np.sign(saddle_vectors[0, 0])
model_prefactor = (np.sqrt(np.prod(well_squares) / saddle_squares[1])
                   / (2 * np.pi))


def flux_rate(normal, kT):
    """One-way flux through a line through the saddle / well population."""
    tangent = np.array([-normal[1], normal[0]])
    step = 0.005
    along = np.arange(-3, 3 + step / 2, step)
    away = np.arange(0, 3 + step / 2, step)

    def boltzmann(u, w):
        x = (u * normal[0] + w * tangent[0]) / np.sqrt(model_masses[0])
        y = (u * normal[1] + w * tangent[1]) / np.sqrt(model_masses[1])
        return np.exp(-model_energy(x, y) / kT)

    line = boltzmann(0.0, along).sum() * step
    population = boltzmann(away[:, None], along[None, :]).sum() * step**2
    mean_forward = quad(lambda p: p * np.exp(-p * p / (2 * kT)), 0,
                        12 * np.sqrt(kT))[0] / np.sqrt(2 * np.pi * kT)
    assert abs(mean_forward / np.sqrt(kT / (2 * np.pi)) - 1) < 1e-7
    return mean_forward * line / population


temperatures = [0.04, 0.02, 0.01]
flux_ratios = [flux_rate(unstable, t) / (model_prefactor * np.exp(-1 / t))
               for t in temperatures]
assert abs(flux_ratios[-1] - 1) < 0.01
assert 0.45 < (flux_ratios[2] - 1) / (flux_ratios[1] - 1) < 0.55

TILT_DEGREES = -25.0
angle = np.radians(TILT_DEGREES)
rotation = np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])
tilted = rotation @ unstable
tilt_formula = 1 / np.sqrt(-model_kappa**2
                           * (tilted @ np.linalg.solve(D_saddle, tilted)))
tilt_direct = (flux_rate(tilted, 0.01)
               / (model_prefactor * np.exp(-1 / 0.01)))
assert tilt_formula > 1.1 and abs(tilt_direct / tilt_formula - 1) < 0.01

# Linearized saddle: keep only crossings that end on the product side.
rng = np.random.default_rng(7)
samples = 2_000_000
tilted_tangent = np.array([-tilted[1], tilted[0]])
line_curvature = tilted_tangent @ D_saddle @ tilted_tangent
position = rng.normal(size=samples) / np.sqrt(line_curvature)
momentum = rng.normal(size=(samples, 2))
destination = (momentum @ unstable
               + model_kappa * position * (tilted_tangent @ unstable))
transmission = (np.mean((momentum @ tilted) * (destination > 0))
                * np.sqrt(2 * np.pi))
assert abs(transmission * tilt_formula - 1) < 0.01

# ---------- Part 2: vacancy hop in a Morse fcc model ----------
DEPTH, ALPHA, PAIR_DISTANCE, MASS = 0.35, 1.4, 2.8, 64.0
THZ = (np.sqrt(const.e / (const.angstrom**2 * const.atomic_mass))
       / (2 * np.pi) * 1e-12)


def pair_terms(r):
    """Morse energy and its first two derivatives."""
    e = np.exp(-ALPHA * (r - PAIR_DISTANCE))
    return (DEPTH * (e * e - 2 * e), -2 * DEPTH * ALPHA * (e * e - e),
            2 * DEPTH * ALPHA**2 * (2 * e * e - e))


grid = np.arange(-10, 11)
sites = np.array(np.meshgrid(grid, grid, grid, indexing="ij")).reshape(3, -1).T
sites = sites[sites.sum(axis=1) % 2 == 0]
site_lengths = np.linalg.norm(sites, axis=1) / 2
site_lengths = site_lengths[site_lengths > 0]
lattice_fit = minimize_scalar(
    lambda a: 0.5 * pair_terms(a * site_lengths)[0].sum(),
    bounds=(3.2, 4.0), method="bounded", options={"xatol": 1e-9})
lattice = lattice_fit.x
assert 3.21 < lattice < 3.99


def build_cluster(mobile_radius, host_radius=4.5):
    """Radii in lattice constants about the hop midpoint; jumper is first."""
    distance = np.linalg.norm(sites - np.array([0.5, 0.5, 0.0]), axis=1) / 2
    vacancy = np.all(sites == 0, axis=1)
    jumper = np.all(sites == np.array([1, 1, 0]), axis=1)
    moving = (distance < mobile_radius) & ~vacancy & ~jumper
    fixed = (distance >= mobile_radius) & (distance < host_radius)
    mobile = np.vstack([sites[jumper], sites[moving]]) * lattice / 2
    return mobile.ravel(), sites[fixed] * lattice / 2


def separations(x, host):
    mobile = x.reshape(-1, 3)
    difference = mobile[:, None, :] - np.vstack([mobile, host])[None, :, :]
    r = np.sqrt(np.einsum("ijk,ijk->ij", difference, difference))
    own = np.arange(len(mobile))
    r[own, own] = 1e3  # removes self-interaction
    return difference, r, len(mobile)


def energy_gradient(x, host):
    difference, r, n = separations(x, host)
    phi, first, _ = pair_terms(r)
    energy = 0.5 * phi[:, :n].sum() + phi[:, n:].sum()
    return energy, np.einsum("ij,ijk->ik", first / r, difference).ravel()


def hessian(x, host):
    difference, r, n = separations(x, host)
    _, first, second = pair_terms(r)
    radial = (second - first / r) / r**2
    blocks = (radial[:, :, None, None] * difference[:, :, :, None]
              * difference[:, :, None, :])
    blocks += (first / r)[:, :, None, None] * np.eye(3)
    K = np.zeros((n, 3, n, 3))
    K -= blocks[:, :n].transpose(0, 2, 1, 3)
    for i in range(n):
        K[i, :, i, :] += blocks[i].sum(axis=0)
    return K.reshape(3 * n, 3 * n)


def find_stationary(x, host, hold_jumper=False):
    """Descent (jumper optionally held), then Newton steps on all atoms."""
    def objective(z):
        energy, gradient = energy_gradient(z, host)
        if hold_jumper:
            gradient[:3] = 0.0
        return energy, gradient

    x = minimize(objective, x, jac=True, method="L-BFGS-B",
                 options={"maxiter": 200}).x
    for _ in range(8):
        gradient = energy_gradient(x, host)[1]
        if np.max(np.abs(gradient)) < 1e-10:
            break
        x = x - np.linalg.solve(hessian(x, host), gradient)
    energy, gradient = energy_gradient(x, host)
    assert np.max(np.abs(gradient)) < 1e-8
    return x, energy


def modes(K, jumper_mass=MASS):
    masses = np.full(len(K), MASS)
    masses[:3] = jumper_mass
    return np.linalg.eigh(K / np.sqrt(np.outer(masses, masses)))


def attempt_frequency(well_values, saddle_values):
    """Ratio of mode products, in THz; squares must be sorted ascending."""
    assert well_values[0] > 0 and saddle_values[0] < 0 < saddle_values[1]
    return THZ * np.exp(0.5 * (np.log(well_values).sum()
                               - np.log(saddle_values[1:]).sum()))


size_table = []
for mobile_radius in (1.5, 2.0, 2.4):
    start, host = build_cluster(mobile_radius)
    x_well, e_well = find_stationary(start, host)
    start_saddle = start.copy()
    start_saddle[:3] = np.array([1, 1, 0]) * lattice / 4
    x_saddle, e_saddle = find_stationary(start_saddle, host, True)
    K_well, K_saddle = hessian(x_well, host), hessian(x_saddle, host)
    well_values, _ = modes(K_well)
    saddle_values, saddle_modes = modes(K_saddle)
    nu_star = attempt_frequency(well_values, saddle_values)
    barrier = e_saddle - e_well
    assert barrier > 0
    size_table.append((len(start) // 3, barrier, nu_star))

    if mobile_radius == 1.5:
        # Derivatives against finite differences at an unrelaxed geometry.
        direction = rng.normal(size=len(start))
        direction /= np.linalg.norm(direction)
        h = 1e-4
        e_up, g_up = energy_gradient(start_saddle + h * direction, host)
        e_dn, g_dn = energy_gradient(start_saddle - h * direction, host)
        slope = energy_gradient(start_saddle, host)[1] @ direction
        assert abs((e_up - e_dn) / (2 * h) - slope) < 1e-5
        curvature = hessian(start_saddle, host) @ direction
        assert np.max(np.abs((g_up - g_dn) / (2 * h) - curvature)) < 1e-5
        # The unstable mode leads down to the two neighbouring wells.
        ends = []
        for sign in (1, -1):
            x_end, e_end = find_stationary(
                x_saddle + sign * 0.5 * saddle_modes[:, 0], host)
            assert abs(e_end - e_well) < 1e-7
            ends.append(x_end[:3])
        hop_length = np.linalg.norm(ends[0] - ends[1])
        assert abs(hop_length / (lattice / np.sqrt(2)) - 1) < 0.15

# The largest mobile region is used from here on.
nu_unstable = THZ * np.sqrt(-saddle_values[0])
sign_well, log_well = np.linalg.slogdet(K_well)
sign_saddle, log_saddle = np.linalg.slogdet(K_saddle)
assert sign_well == 1 and sign_saddle == -1
determinant_factor = np.exp(0.5 * (log_well - log_saddle))
assert abs(nu_unstable * determinant_factor / nu_star - 1) < 1e-7

# Mass dependence: doubling only the jumping atom's mass, and a small change.
heavy_well = modes(K_well, 2 * MASS)[0]
heavy_saddle = modes(K_saddle, 2 * MASS)[0]
heavy_ratio = attempt_frequency(heavy_well, heavy_saddle) / nu_star
assert abs(heavy_ratio / np.sqrt(heavy_saddle[0] / saddle_values[0]) - 1) < 1e-7
share = np.sum(saddle_modes[:3, 0]**2)
small = 0.01
plus = modes(K_saddle, MASS * np.exp(small))[0][0]
minus = modes(K_saddle, MASS * np.exp(-small))[0][0]
assert abs(-np.log(plus / minus) / (2 * small) - share) < 1e-3

hop_direction = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
nu_single = THZ * np.sqrt(hop_direction @ K_well[:3, :3] @ hop_direction / MASS)
nu_well = THZ * np.sqrt(well_values)
nu_stable = THZ * np.sqrt(saddle_values[1:])


def quantum_factor(temperature):
    """Quantized stable modes relative to classical ones; no tunnelling."""
    scale = const.h * 1e12 / (const.k * temperature)
    closed, summed = [], []
    levels = np.arange(1000) + 0.5
    for frequencies in (nu_stable, nu_well):
        x = scale * frequencies
        closed.append(np.log((x / 2) / np.sinh(x / 2)).sum())
        explicit = np.exp(-np.outer(x, levels)).sum(axis=1)
        summed.append(np.log(x * explicit).sum())
    assert abs((closed[0] - closed[1]) - (summed[0] - summed[1])) < 1e-8
    return np.exp(closed[0] - closed[1])


neighbours = sites[np.sum(sites**2, axis=1) == 2] * lattice / 2
assert len(neighbours) == 12
spread = neighbours.T @ neighbours / 2  # diffusion tensor per unit hop rate
assert np.allclose(spread, lattice**2 * np.eye(3), atol=1e-9)

print("TWO-COORDINATE MODEL (reduced units, barrier 1)")
print(f"masses: {model_masses[0]:.0f}, {model_masses[1]:.0f}")
print(f"stiffness {STIFF:.1f}, slope {SLOPE:.1f}, stiffening {STIFFENING:.1f}")
print(f"Vineyard prefactor: {model_prefactor:.5f}")
for t, ratio in zip(temperatures, flux_ratios):
    print(f"kT = {t:.2f}: full flux rate / Vineyard = {ratio:.5f}")
print(f"dividing line tilt: {TILT_DEGREES:.0f} degrees")
print(f"tilted flux / Vineyard, formula: {tilt_formula:.4f}")
print(f"tilted flux / Vineyard, quadrature at kT=0.01: {tilt_direct:.4f}")
print(f"sampled transmission of tilted line: {transmission:.4f}")
print(f"transmission * tilted formula: {transmission * tilt_formula:.4f}")
print("VACANCY HOP IN MORSE FCC MODEL")
print(f"pair depth: {DEPTH:.2f} eV; inverse width: {ALPHA:.1f} 1/angstrom")
print(f"pair distance: {PAIR_DISTANCE:.1f} angstrom; mass: {MASS:.0f} u")
print(f"lattice constant: {lattice:.4f} angstrom")
print(f"neighbour distance: {lattice / np.sqrt(2):.4f} angstrom")
for count, energy, frequency in size_table:
    print(f"{count} mobile atoms: barrier {energy:.4f} eV, "
          f"nu* {frequency:.3f} THz")
print(f"modes at minimum: {len(nu_well)}; stable at saddle: {len(nu_stable)}")
print(f"minimum: lowest {nu_well[0]:.3f}, highest {nu_well[-1]:.3f} THz")
print(f"saddle: lowest {nu_stable[0]:.3f}, highest {nu_stable[-1]:.3f} THz")
print(f"unstable mode kappa/(2 pi): {nu_unstable:.3f} THz")
print(f"sqrt(det K_A / |det K_S|): {determinant_factor:.4f}")
print(f"attempt frequency nu*: {nu_star:.3f} THz")
print(f"single-atom frequency along hop: {nu_single:.3f} THz")
print(f"jumper share of unstable mode: {share:.4f}")
print(f"nu* ratio, jumper mass doubled: {heavy_ratio:.4f}")
for temperature in (400.0, 600.0):
    kT_ev = const.k * temperature / const.e
    rate = nu_star * 1e12 * np.exp(-barrier / kT_ev)
    diffusivity = spread[0, 0] * const.angstrom**2 * rate
    print(f"T = {temperature:.0f} K: kT = {kT_ev:.5f} eV, "
          f"barrier/kT = {barrier / kT_ev:.3f}")
    print(f"  hop rate per neighbour: {rate:.4e} 1/s")
    print(f"  total rate, 12 neighbours: {12 * rate:.4e} 1/s")
    print(f"  vacancy diffusivity: {diffusivity:.4e} m^2/s")
    print(f"  quantum factor, stable modes: {quantum_factor(temperature):.4f}")
print("all assertions hold")
```

Printed output:

```
TWO-COORDINATE MODEL (reduced units, barrier 1)
masses: 1, 3
stiffness 6.0, slope 0.5, stiffening 0.4
Vineyard prefactor: 0.46810
kT = 0.04: full flux rate / Vineyard = 0.98883
kT = 0.02: full flux rate / Vineyard = 0.99450
kT = 0.01: full flux rate / Vineyard = 0.99727
dividing line tilt: -25 degrees
tilted flux / Vineyard, formula: 1.2822
tilted flux / Vineyard, quadrature at kT=0.01: 1.2790
sampled transmission of tilted line: 0.7810
transmission * tilted formula: 1.0013
VACANCY HOP IN MORSE FCC MODEL
pair depth: 0.35 eV; inverse width: 1.4 1/angstrom
pair distance: 2.8 angstrom; mass: 64 u
lattice constant: 3.5352 angstrom
neighbour distance: 2.4997 angstrom
55 mobile atoms: barrier 0.9270 eV, nu* 5.350 THz
133 mobile atoms: barrier 0.8588 eV, nu* 6.621 THz
233 mobile atoms: barrier 0.8371 eV, nu* 7.359 THz
modes at minimum: 699; stable at saddle: 698
minimum: lowest 1.965, highest 10.936 THz
saddle: lowest 1.994, highest 11.519 THz
unstable mode kappa/(2 pi): 3.076 THz
sqrt(det K_A / |det K_S|): 2.3924
attempt frequency nu*: 7.359 THz
single-atom frequency along hop: 5.992 THz
jumper share of unstable mode: 0.9347
nu* ratio, jumper mass doubled: 0.7220
T = 400 K: kT = 0.03447 eV, barrier/kT = 24.286
  hop rate per neighbour: 2.0880e+02 1/s
  total rate, 12 neighbours: 2.5056e+03 1/s
  vacancy diffusivity: 2.6094e-17 m^2/s
  quantum factor, stable modes: 0.9850
T = 600 K: kT = 0.05170 eV, barrier/kT = 16.190
  hop rate per neighbour: 6.8457e+05 1/s
  total rate, 12 neighbours: 8.2149e+06 1/s
  vacancy diffusivity: 8.5553e-14 m^2/s
  quantum factor, stable modes: 0.9930
all assertions hold
```
